# Emission Spectra from a Liouvillian: Removing the Singular Elastic Line: a program that tests the result

```python
"""Stationary emission spectrum from a vectorized Lindblad generator L.

Result under test: with steady state r (L r = 0, trace 1), t = vec(identity),
source operator A, b = vec(rho A^dagger) and c = vec(A^T),
    S(nu) = |<A>|^2 delta(nu) + Re(c.x)/pi,
    (-i nu - L + kappa r t^T) x = b - r <A^dagger>,
for every real nu = omega - omega_laser and any rate kappa > 0.
vec stacks columns; S is per unit angular frequency (seconds).
Two-level emitter: gamma = population decay, gamma_phi = pure dephasing,
Omega = Rabi frequency, Delta = omega_laser - omega_emitter.
"""
import numpy as np
from scipy.constants import hbar
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import null_space
from scipy.optimize import minimize_scalar


def vec(X):
    return np.asarray(X, dtype=complex).reshape(-1, order="F")


def liouvillian(H, jumps):
    one = np.eye(len(H))
    L = -1j / hbar * (np.kron(one, H) - np.kron(H.T, one))
    for C in jumps:
        K = C.conj().T @ C
        L = L + np.kron(C.conj(), C) - 0.5 * (np.kron(one, K) + np.kron(K.T, one))
    return L


def steady_state(L):
    d = int(round(np.sqrt(len(L))))
    t = vec(np.eye(d))
    q = t / d
    kappa = np.linalg.norm(L, 2)
    r = np.linalg.solve(L - kappa * np.outer(q, t), -kappa * q)
    return r.reshape(d, d, order="F")


class Spectrum:
    """Incoherent spectrum by one deflated linear solve per frequency."""

    def __init__(self, H, jumps, A, kappa_factor=1.0):
        self.L = liouvillian(H, jumps)
        self.rho = steady_state(self.L)
        self.r = vec(self.rho)
        self.t = vec(np.eye(len(H)))
        self.c = vec(A.T)
        self.b = vec(self.rho @ A.conj().T)
        self.b_inc = self.b - self.r * (self.t @ self.b)
        self.mean = np.trace(A @ self.rho)
        self.total = np.trace(A.conj().T @ A @ self.rho).real
        self.elastic = abs(self.mean) ** 2
        kappa = kappa_factor * np.linalg.norm(self.L, 2)
        self.deflated = -self.L + kappa * np.outer(self.r, self.t)

    def __call__(self, nu):
        nu = np.atleast_1d(np.asarray(nu, dtype=float))
        n = len(self.r)
        M = self.deflated[None] - 1j * nu[:, None, None] * np.eye(n)[None]
        rhs = np.broadcast_to(self.b_inc[None, :, None], (len(nu), n, 1))
        x = np.linalg.solve(M, rhs)[:, :, 0]
        return (x @ self.c).real / np.pi


# Independent road: matrix master equation in time, no vectorized generator.
def evolve(X0, H, jumps, duration, points):
    d = len(H)
    terms = [(C, C.conj().T, C.conj().T @ C) for C in jumps]

    def rhs(time, y):
        X = y.reshape(d, d)
        out = -1j / hbar * (H @ X - X @ H)
        for C, Cd, K in terms:
            out = out + C @ X @ Cd - 0.5 * (K @ X + X @ K)
        return out.ravel()

    times = np.linspace(0.0, duration, points)
    sol = solve_ivp(rhs, (0.0, duration), np.asarray(X0, dtype=complex).ravel(),
                    method="DOP853", t_eval=times, rtol=1e-10, atol=1e-13)
    assert sol.success
    return times, sol.y.reshape(d, d, points)


def time_domain_spectrum(H, jumps, A, nus, duration):
    start = np.zeros_like(H, dtype=complex)
    start[-1, -1] = 1.0
    rho = evolve(start, H, jumps, duration, 3)[1][:, :, -1]
    times, X = evolve(rho @ A.conj().T, H, jumps, duration, 20001)
    corr = np.einsum("ij,jin->n", A, X)
    plateau = corr[-1]
    values = [simpson(((corr - plateau) * np.exp(1j * nu * times)).real, x=times)
              / np.pi for nu in nus]
    return np.array(values), plateau, rho


def relaxation_gap(L):
    return np.sort(-np.linalg.eigvals(L).real)[1]


lower = np.array([[0, 0], [1, 0]], dtype=complex)   # basis order: excited, ground
raise_ = lower.conj().T
sigma_z = np.diag([1.0, -1.0]).astype(complex)


def emitter(gamma, gamma_phi, Omega, Delta):
    H = -hbar * Delta * raise_ @ lower + 0.5 * hbar * Omega * (raise_ + lower)
    return H, [np.sqrt(gamma) * lower, np.sqrt(gamma_phi / 2) * sigma_z]


unit = 1e8
gamma, gamma_phi, Omega, Delta = 2 * unit, 0.5 * unit, 10 * unit, 5 * unit
Gamma2 = gamma / 2 + gamma_phi
H, jumps = emitter(gamma, gamma_phi, Omega, Delta)
S = Spectrum(H, jumps, lower)
p = S.total

# Steady state: singular-vector null space and closed forms.
null = null_space(S.L, rcond=1e-12)
assert null.shape[1] == 1
assert np.allclose(null[:, 0] / (S.t @ null[:, 0]), S.r, atol=1e-11)
saturation = Omega**2 * Gamma2 / (gamma * (Gamma2**2 + Delta**2))
assert np.isclose(p, saturation / (2 * (1 + saturation)), rtol=1e-10)
assert np.isclose(S.elastic / p, gamma / (2 * Gamma2 * (1 + saturation)), rtol=1e-10)

# Spectrum, plateau and steady state against time integration.
table_nu = np.array([-15, -11, -5, 0, 5, 11, 15]) * unit
table_S = S(table_nu)
time_S, plateau, rho_time = time_domain_spectrum(
    H, jumps, lower, table_nu, 30 / relaxation_gap(S.L))
time_error = np.max(abs(time_S - table_S)) / np.max(table_S)
assert time_error < 1e-6
assert abs(plateau - S.elastic) < 1e-7
assert np.allclose(rho_time, S.rho, atol=1e-7)

# The same comparison for a generic three-level system.
rng = np.random.default_rng(7)


def random_matrix():
    return rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))


R = random_matrix()
H3 = hbar * unit * (R + R.conj().T)
jumps3 = [0.5 * np.sqrt(unit) * random_matrix() for _ in range(2)]
A3 = random_matrix()
S3 = Spectrum(H3, jumps3, A3)
nu3 = np.array([-6, -2, 0, 1, 5]) * unit
time_S3, plateau3, rho3 = time_domain_spectrum(
    H3, jumps3, A3, nu3, 30 / relaxation_gap(S3.L))
generic_error = np.max(abs(time_S3 - S3(nu3))) / np.max(abs(S3(nu3)))
assert generic_error < 1e-6
assert abs(plateau3 - S3.elastic) < 1e-6 * max(1.0, S3.total)

# Elastic pole of the raw resolvent, and its absence from the real part off nu=0.
identity = np.eye(4)
eps = 1e-6 * gamma
pole_weight = eps * (S.c @ np.linalg.solve(eps * identity - S.L, S.b))
assert abs(pole_weight - S.elastic) < 1e-4 * S.elastic
raw = (S.c @ np.linalg.solve(-1j * gamma * identity - S.L, S.b)).real / np.pi
assert np.isclose(raw, S(gamma)[0], rtol=1e-9)

# Conditioning near the laser line and independence of the deflation rate.
small_nu = 1e-6 * gamma
cond_raw = np.linalg.cond(-1j * small_nu * identity - S.L)
cond_deflated = np.linalg.cond(-1j * small_nu * identity + S.deflated)
assert cond_raw > 1e6 and cond_deflated < 1e3
assert np.allclose(Spectrum(H, jumps, lower, 7.0)(table_nu), table_S,
                   rtol=1e-9, atol=0)

# Minimum-norm solution at nu=0: wrong until its trace component is removed.
x_ls = np.linalg.lstsq(-S.L, S.b_inc, rcond=1e-12)[0]
S_ls = (S.c @ x_ls).real / np.pi
S_ls_fixed = (S.c @ (x_ls - S.r * (S.t @ x_ls))).real / np.pi
S_zero = S(0.0)[0]
assert abs(S_ls / S_zero - 1) > 1e-2
assert np.isclose(S_ls_fixed, S_zero, rtol=1e-9)

# Integrated weight and principal-value first moment on a symmetric tangent grid.
n_grid = 2000
theta = (np.arange(n_grid) + 0.5) * np.pi / n_grid - np.pi / 2
scale = np.hypot(Omega, Delta)
nu_grid = scale * np.tan(theta)
weights = scale / np.cos(theta)**2 * np.pi / n_grid
S_grid = S(nu_grid)
integral = np.sum(weights * S_grid)
assert np.isclose(integral, p - S.elastic, rtol=1e-8)
first_moment = np.sum(weights * nu_grid * (S_grid - S_grid[::-1]) / 2)
moment_formula = -p * Delta * gamma_phi / Gamma2
assert np.isclose(first_moment, moment_formula, rtol=1e-6)

# Initial derivatives and far wings.
slope = S.c @ S.L @ S.b_inc
curvature = S.c @ S.L @ S.L @ S.b_inc
slope_formula = -p * gamma_phi * (1 - 1j * Delta / Gamma2)
assert np.isclose(slope, slope_formula, rtol=1e-9, atol=0)
assert np.isclose(curvature, (1j * Delta - Gamma2) * slope_formula
                  - Omega**2 * p / 2, rtol=1e-9, atol=0)
far = 1e3 * Omega
wing = np.mean(S([-far, far])) * np.pi * far**2
assert np.isclose(wing, p * gamma_phi, rtol=1e-3)

# Evenness requires zero detuning or zero pure dephasing.
sample = np.linspace(0.5, 20, 40) * unit


def asymmetry(spectrum):
    plus, minus = spectrum(sample), spectrum(-sample)
    return np.max(abs(plus - minus) / (plus + minus))


S_clean = Spectrum(*emitter(gamma, 0.0, Omega, Delta), lower)
S_resonant = Spectrum(*emitter(gamma, gamma_phi, Omega, 0.0), lower)
asym, asym_clean = asymmetry(S), asymmetry(S_clean)
asym_resonant = asymmetry(S_resonant)
assert asym > 1e-2 and asym_clean < 1e-8 and asym_resonant < 1e-8

# Closed resonance-fluorescence spectrum at zero detuning and zero dephasing.
S_bench = Spectrum(*emitter(gamma, 0.0, Omega, 0.0), lower)
bench_nu = np.linspace(-20, 20, 81) * unit
z = -1j * bench_nu
p0 = Omega**2 / (gamma**2 + 2 * Omega**2)
v0 = 2 * Omega * gamma / (gamma**2 + 2 * Omega**2)
closed = (p0 / (z + gamma / 2) + ((z + gamma) * (p0 - v0**2 / 2) + Omega * p0 * v0)
          / ((z + gamma / 2) * (z + gamma) + Omega**2)).real / (2 * np.pi)
bench_error = np.max(abs(S_bench(bench_nu) / closed - 1))
assert bench_error < 1e-8


def peak(spectrum, low, high):
    found = minimize_scalar(lambda y: -spectrum(y * unit)[0] * 1e9,
                            bounds=(low, high), method="bounded",
                            options={"xatol": 1e-7})
    return found.x, -found.fun


peaks = [peak(S, *bounds) for bounds in [(-15, -8), (-3, 3), (8, 15)]]
clean_peaks = [peak(S_clean, *bounds) for bounds in [(-15, -8), (8, 15)]]
assert peaks[0][1] > peaks[2][1]

print(f"gamma = {gamma/unit:.2f} x 1e8 s^-1")
print(f"gamma_phi = {gamma_phi/unit:.2f} x 1e8 s^-1")
print(f"Gamma2 = {Gamma2/unit:.2f} x 1e8 s^-1")
print(f"Omega = {Omega/unit:.2f} x 1e8 rad/s")
print(f"Delta = {Delta/unit:.2f} x 1e8 rad/s")
print(f"saturation s = {saturation:.5f} (dimensionless)")
print(f"excited population p = {p:.6f} (dimensionless)")
print(f"<sigma_minus> = {S.mean.real:.6f} {S.mean.imag:+.6f} i (dimensionless)")
print(f"elastic weight = {S.elastic:.6f} (dimensionless)")
print(f"inelastic weight = {p-S.elastic:.6f} (dimensionless)")
print(f"integral of S_inc = {integral:.6f} (dimensionless)")
print(f"elastic share = {100*S.elastic/p:.3f} percent")
print(f"total photon rate = {gamma*p/1e6:.4f} x 1e6 s^-1")
print(f"elastic photon rate = {gamma*S.elastic/1e6:.4f} x 1e6 s^-1")
print(f"inelastic photon rate = {gamma*(p-S.elastic)/1e6:.4f} x 1e6 s^-1")
eigenvalues = np.linalg.eigvals(S.L)
eigenvalues = eigenvalues[np.argsort(abs(eigenvalues))][1:]
for value in sorted(eigenvalues, key=lambda e: e.imag):
    print(f"nonzero eigenvalue = {value.real/unit:.5f} "
          f"{value.imag/unit:+.5f} i x 1e8 s^-1")
print("nu (1e8 rad/s) | S_inc resolvent (ns) | S_inc time road (ns)")
for nu, a, b in zip(table_nu, table_S, time_S):
    print(f"{nu/unit:6.1f} | {a*1e9:.6f} | {b*1e9:.6f}")
for name, (position, height) in zip(["lower", "central", "upper"], peaks):
    print(f"{name} peak: nu = {position:.4f} x 1e8 rad/s, S = {height:.6f} ns")
for name, (position, height) in zip(["lower", "upper"], clean_peaks):
    print(f"no dephasing, {name}: nu = {position:.4f} x 1e8 rad/s, "
          f"S = {height:.6f} ns")
print(f"max asymmetry, example = {asym:.5f} (dimensionless)")
print(f"max asymmetry, no dephasing = {asym_clean:.1e} (dimensionless)")
print(f"max asymmetry, no detuning = {asym_resonant:.1e} (dimensionless)")
print(f"first moment, quadrature = {first_moment/unit:.6f} x 1e8 rad/s")
print(f"first moment, formula = {moment_formula/unit:.6f} x 1e8 rad/s")
print(f"far-wing pi nu^2 S = {wing/unit:.6f} x 1e8 s^-1")
print(f"p gamma_phi = {p*gamma_phi/unit:.6f} x 1e8 s^-1")
print(f"S_inc(0), deflated solve = {S_zero*1e9:.6f} ns")
print(f"S_inc(0), least squares = {S_ls*1e9:.6f} ns")
print(f"S_inc(0), least squares made traceless = {S_ls_fixed*1e9:.6f} ns")
print(f"condition number at nu = 1e-6 gamma, raw = {cond_raw:.2e}")
print(f"condition number at nu = 1e-6 gamma, deflated = {cond_deflated:.1f}")
print(f"time-road error / largest S, emitter = {time_error:.1e}")
print(f"time-road error / largest S, three levels = {generic_error:.1e}")
print(f"max relative error, resonant closed form = {bench_error:.1e}")
print("PASS")
```

Running it gives:

```
gamma = 2.00 x 1e8 s^-1
gamma_phi = 0.50 x 1e8 s^-1
Gamma2 = 1.50 x 1e8 s^-1
Omega = 10.00 x 1e8 rad/s
Delta = 5.00 x 1e8 rad/s
saturation s = 2.75229 (dimensionless)
excited population p = 0.366748 (dimensionless)
<sigma_minus> = 0.244499 -0.073350 i (dimensionless)
elastic weight = 0.065160 (dimensionless)
inelastic weight = 0.301588 (dimensionless)
integral of S_inc = 0.301588 (dimensionless)
elastic share = 17.767 percent
total photon rate = 73.3496 x 1e6 s^-1
elastic photon rate = 13.0320 x 1e6 s^-1
inelastic photon rate = 60.3177 x 1e6 s^-1
nonzero eigenvalue = -1.69998 -11.17676 i x 1e8 s^-1
nonzero eigenvalue = -1.60003 -0.00000 i x 1e8 s^-1
nonzero eigenvalue = -1.69998 +11.17676 i x 1e8 s^-1
nu (1e8 rad/s) | S_inc resolvent (ns) | S_inc time road (ns)
 -15.0 | 0.029223 | 0.029223
 -11.0 | 0.216888 | 0.216888
  -5.0 | 0.051553 | 0.051553
   0.0 | 0.282528 | 0.282528
   5.0 | 0.042646 | 0.042646
  11.0 | 0.115006 | 0.115006
  15.0 | 0.013531 | 0.013531
lower peak: nu = -11.0534 x 1e8 rad/s, S = 0.217091 ns
central peak: nu = -0.0138 x 1e8 rad/s, S = 0.282548 ns
upper peak: nu = 10.9646 x 1e8 rad/s, S = 0.115051 ns
no dephasing, lower: nu = -11.0240 x 1e8 rad/s, S = 0.152709 ns
no dephasing, upper: nu = 11.0240 x 1e8 rad/s, S = 0.152709 ns
max asymmetry, example = 0.37153 (dimensionless)
max asymmetry, no dephasing = 1.7e-14 (dimensionless)
max asymmetry, no detuning = 0.0e+00 (dimensionless)
first moment, quadrature = -0.611247 x 1e8 rad/s
first moment, formula = -0.611247 x 1e8 rad/s
far-wing pi nu^2 S = 0.183375 x 1e8 s^-1
p gamma_phi = 0.183374 x 1e8 s^-1
S_inc(0), deflated solve = 0.282528 ns
S_inc(0), least squares = 0.221269 ns
S_inc(0), least squares made traceless = 0.282528 ns
condition number at nu = 1e-6 gamma, raw = 6.70e+06
condition number at nu = 1e-6 gamma, deflated = 9.4
time-road error / largest S, emitter = 2.5e-10
time-road error / largest S, three levels = 8.4e-11
max relative error, resonant closed form = 8.5e-15
PASS
```
